# The p model of IV-VI compounds and its gap at L

## One ionic chain

Take a line of atoms with spacing $d$, cations and anions alternating. Each atom carries one p orbital pointing along the line. The orbital energy is $+\Delta$ on a cation and $-\Delta$ on an anion, with $\Delta>0$, and neighbouring orbitals are joined by a matrix element $t$. For Bloch amplitudes $u$ (cation) and $v$ (anion), the two neighbours contribute $t(e^{ikd}+e^{-ikd})=2t\cos kd$, so

$$(E-\Delta)u=2t\cos(kd)\,v,\qquad (E+\Delta)v=2t\cos(kd)\,u .$$

Multiplying the two equations gives

$$E=\pm\sqrt{\Delta^2+4t^2\cos^2kd}.\tag{1}$$

With one electron per atom the lower band is full. The smallest gap is $2\Delta$, at $kd=\pm\pi/2$, where the hopping amplitudes from the two sides cancel and each band edge lives on one kind of atom. In three dimensions the same cancellation removes the p-p hopping at the point where the crystal will turn out to have its smallest gap.

The algebra uses atomic units, $\hbar=m_e=e=1$. Numbers are in eV and nm, and $2td$ then gives $\hbar v$ in eV nm.

## Three chains in a rocksalt crystal

The sites of a rocksalt crystal form a simple cubic lattice of spacing $d$, half the cubic lattice constant. A group-IV atom supplies two p electrons and a group-VI atom four. That is three per site on average, so six of the twelve p bands, counting spin, are filled.

On a bond along $x$, reflection in the plane $y=0$ changes the sign of $p_y$ but not of $p_x$. The matrix element between them therefore vanishes, and the same argument removes every other mixed nearest-neighbour element. If only the head-on (pp$\sigma$) element $t$ is kept, $p_x$ electrons move along $x$ only, and likewise for $y$ and $z$. The crystal is a set of three orthogonal chains.

For $\Delta=0$ the bands are $2t\cos k_id$, half filled, with Fermi planes $k_i=\pm\pi/2d$. These six planes bound a cube. Ionicity alternates in all three directions and couples $\mathbf k$ to $\mathbf k+(\pi/d)(1,1,1)$. Since $\cos(k_id+\pi)=-\cos k_id$, this connects states of opposite energy in every chain, and (1) holds for each. The gap is then $2\Delta$ over every face of the cube, and no point is preferred.

## Spin-orbit coupling and the s shell

Two further effects remove this degeneracy. The first is spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$, with $\lambda_c>0$ on cations and $\lambda_a\ge0$ on anions. In the basis $p_x,p_y,p_z$, $(L_k)_{ij}=-i\epsilon_{kij}$. From $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]$ the eigenvalues are $\tfrac12$ for the four $j=3/2$ states and $-1$ for the two $j=1/2$ states.

The second is the filled cation s shell, at depth $D$ below the anion p level. Its matrix element with a p orbital at $+d$ along axis $i$ is $V$, and at $-d$ it is $-V$, because the p orbital is odd. The Bloch element is $2iVs_i$ with $s_i=\sin k_id$. If $\sigma$ is the s amplitude and $E_s=-\Delta-D$, then

$$(E-E_s)\sigma=\sum_j2iVs_jv_j .$$

The s shell enters the anion equation through $-2iVs_i\sigma$. Inserting $\sigma$ gives the extra term $\sum_j4V^2s_is_jv_j/(E-E_s)$. Near the anion p level $E-E_s\approx D$, so the anion block gains

$$w\,s_is_j,\qquad w=4V^2/D .\tag{2}$$

In the order (cation, anion), with three orbitals and two spins in each block,

$$H=\begin{pmatrix}A&T\\T&B\end{pmatrix},\quad A=\Delta+\lambda_c\mathbf L\cdot\mathbf S,\quad B=-\Delta+\lambda_a\mathbf L\cdot\mathbf S+w\,\mathbf s\mathbf s^{T},\tag{3}$$

where $T=\mathrm{diag}(2t\cos k_id)$ acts as unity on spin. The minimal model has $w=0$.

## Faces, edges and corners for $w=0$

At the face centre $(\pi/2d)(1,0,0)$ the cation $p_x$ state has $T_{xx}=0$ and energy $\Delta$. Spin-orbit coupling links it to cation $p_y$ and $p_z$ with elements of size $\lambda_c/2$. Those orbitals are hybridized with the anions by $2t$. By (1), their cation-cation Green function at $E=\Delta$ is

$$\frac{E+\Delta}{E^2-\Delta^2-4t^2}=-\frac{2\Delta}{4t^2}.$$

The second-order shift is $2(\lambda_c/2)^2(-2\Delta/4t^2)=-\lambda_c^2\Delta/4t^2$. On the anion side the numerator is $E-\Delta$ at $E=-\Delta$, so the shift is $+\lambda_a^2\Delta/4t^2$. Hence, for $\lambda_c$ and $\lambda_a$ small compared with the level distance $\sqrt{\Delta^2+4t^2}-\Delta$,

$$E_{\rm face}\simeq2\Delta-\frac{\Delta(\lambda_c^2+\lambda_a^2)}{4t^2}.$$

At the middle of an edge, say $(\pi/2d)(1,1,0)$, $p_x$ and $p_y$ are degenerate and $L_zS_z$ splits them in first order by $\pm\lambda/2$. The gap falls to about $2\Delta-(\lambda_c+\lambda_a)/2$. At a corner all three orbitals are degenerate, and the cation level drops by the full $\lambda_c$. The gap is $2\Delta-\lambda_c-\lambda_a/2$.

The valence edge alone does not select the corner. The anion state $(p_x+ip_y)\uparrow/\sqrt2$ has $j=3/2$ and no $p_z$ part, so on this edge $T$ annihilates it for every $k_z$. It stays at $-\Delta+\lambda_a/2$, the maximum allowed by the bound below. In the minimal model the valence top is therefore flat along the cube edges, and the conduction band singles out L.

## The gap at L with the s shell

At $\mathbf k_L=(\pi/2d)(1,1,1)$, $T=0$ and the two sublattices decouple. The lowest cation level is $\alpha=\Delta-\lambda_c$. On the anion $\mathbf s\mathbf s^T=3\,\mathbf n\mathbf n^T$, with $\mathbf n=(1,1,1)/\sqrt3$. Quantize along $\mathbf n$ and let $|0\rangle$ be the p orbital along $\mathbf n$. The states with $m_j=\tfrac12$ are $|0\uparrow\rangle$ and $|1\downarrow\rangle$. They are coupled by $\tfrac12L_-S_+$, whose element is $\sqrt2/2$, so their matrix is

$$\begin{pmatrix}3w&\lambda_a/\sqrt2\\ \lambda_a/\sqrt2&-\lambda_a/2\end{pmatrix}.\tag{4}$$

Its eigenvalues are $\tfrac12(3w-\tfrac12\lambda_a)\pm R$, with

$$R=\sqrt{\tfrac14(3w+\tfrac12\lambda_a)^2+\tfrac12\lambda_a^2},\qquad \varepsilon_a=\tfrac12(3w-\tfrac12\lambda_a)+R .\tag{5}$$

The $m_j=\pm\tfrac32$ states stay at $\lambda_a/2$. For $w=0$, $R=\tfrac34\lambda_a$ and $\varepsilon_a=\lambda_a/2$. Since $\varepsilon_a$ does not decrease with $w$, it is the top level. With $\beta=-\Delta+\varepsilon_a$,

$$E_g=\alpha-\beta=2\Delta-\lambda_c-\varepsilon_a .\tag{6}$$

## Why no other point has a smaller gap

Assume $\alpha>\beta$, that is $2\Delta>\lambda_c+\varepsilon_a$.

**Bound on the conduction band.** For any vector on the cations alone, the expectation value of $H$ is that of $A$, hence at least $\alpha$. These vectors form a six-dimensional space. By the Courant-Fischer principle at least six eigenvalues of $H$ are not below $\alpha$, whatever $T$ is.

**Bound on the valence band.** In the same way, at least six eigenvalues are not above the largest eigenvalue of $B(\mathbf k)$. That eigenvalue is the maximum over normalized $v$ of

$$-\Delta+\lambda_a\langle v|\mathbf L\cdot\mathbf S|v\rangle+w\sum_{\rm spin}\Big|\sum_is_iv_i\Big|^2 .$$

For fixed $v$ and $w\ge0$ this is convex in $\mathbf s$, and a maximum of convex functions is convex. Over the cube $|s_i|\le1$ it is greatest at a vertex. All vertices give the same value: reversing two signs is a rotation by $\pi$, and reversing all three leaves $\mathbf s\mathbf s^T$ unchanged. The value is $\beta$. The gap is thus at least $\alpha-\beta$ everywhere, and L attains it.

**Uniqueness.** Suppose $H(u,v)=\alpha(u,v)$ at some $\mathbf k$. The second row gives $v=(\alpha-B)^{-1}Tu$. Inserting this in the first row and projecting on $u$,

$$\langle u|A-\alpha|u\rangle+\langle Tu|(\alpha-B)^{-1}|Tu\rangle=0 .$$

Neither term is negative, so both vanish: $u$ lies in the cation $j=1/2$ doublet and $Tu=0$. The doublet has the form $u_i=\sigma_i\chi/\sqrt3$, with Pauli matrices $\sigma_i$ and any spinor $\chi$. To verify this, use $\sum_{kj}\epsilon_{kij}\sigma_k\sigma_j=-2i\sigma_i$:

$$(\mathbf L\cdot\mathbf S\,u)_i=-\frac i2\sum_{kj}\epsilon_{kij}\sigma_k\frac{\sigma_j\chi}{\sqrt3}=-u_i .$$

Each $\sigma_i$ is unitary, so each orbital carries weight $1/3$. Then $Tu=0$ requires all $T_{ii}=0$, which means $\cos k_id=0$ for all $i$. The conduction minimum is therefore at the corners of the cube and nowhere else.

There are eight corners. Reciprocal vectors are $(\pi/d)$ times three integers of equal parity, so opposite corners are equivalent and no others are. Four L valleys remain.

**Sideways hopping.** The bounds hold for any nearest-neighbour p-p hopping. With a pp$\pi$ element $t_\pi$,

$$T_{ii}=2t\cos k_id+2t_\pi\sum_{j\ne i}\cos k_jd ,\tag{7}$$

which still vanishes at L, so $E_g$ is unchanged. If all $T_{ii}$ vanish, their sum gives $(t+2t_\pi)\sum_j\cos k_jd=0$. For $t\ne-2t_\pi$ the sum of cosines is therefore zero, and (7) reduces to $T_{ii}=2(t-t_\pi)\cos k_id$. L remains the unique conduction minimum provided $t\ne-2t_\pi$ and $t\ne t_\pi$.

## Two-band form near L

Let $\mathbf k=\mathbf k_L+\mathbf q$. From $\cos(\pi/2+q_id)\simeq-q_id$, $T\simeq-2td\,Q$ with $Q=\mathrm{diag}(q_i)$. The band-edge doublets are

$$c_\pm=\frac{|0,\pm\tfrac12\rangle-\sqrt2\,|{\pm1},\mp\tfrac12\rangle}{\sqrt3},\qquad v_\pm=\cos\theta\,|0,\pm\tfrac12\rangle+\sin\theta\,|{\pm1},\mp\tfrac12\rangle,$$

where the second label is the spin. From (4),

$$\tan2\theta=\frac{\sqrt2\,\lambda_a}{3w+\lambda_a/2}.$$

For $\mathbf q$ along $\mathbf n$, $Q=q_\parallel/\sqrt3$ times the unit matrix, and the coupling is the overlap of the doublets:

$$\langle c_\pm|Q|v_\pm\rangle=\frac{q_\parallel}{3}(\cos\theta-\sqrt2\sin\theta).$$

For $\mathbf q$ across $\mathbf n$, take unit vectors $\mathbf e_1,\mathbf e_2$ normal to $\mathbf n$, with $|{\pm1}\rangle=\mp(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$ and $q_\pm=q_1\pm iq_2$. Now $Q$ has zero trace and $\langle0|Q|0\rangle=0$, so $\langle\pm1|Q|{\pm1}\rangle=0$ as well. Since $Q\mathbf n=\mathbf q/\sqrt3$,

$$\langle0|Q|{-1}\rangle=\frac{q_-}{\sqrt6},\qquad\langle1|Q|0\rangle=-\frac{q_-}{\sqrt6}.$$

The two contributions to $\langle c_+|Q|v_-\rangle$ add, because the minus sign in $c_+$ meets the minus sign of the second element:

$$\langle c_+|Q|v_-\rangle=\frac{\sqrt2\cos\theta+\sin\theta}{3\sqrt2}\,q_- .$$

The partner $\langle c_-|Q|v_+\rangle$ is the same with $q_-\to-q_+$. The coupling between the doublets is therefore

$$M=-\begin{pmatrix}v_\parallel q_\parallel&v_\perp q_-\\-v_\perp q_+&v_\parallel q_\parallel\end{pmatrix},$$

$$v_\parallel=\frac{2td}{3}(\cos\theta-\sqrt2\sin\theta),\qquad v_\perp=\frac{2td}{3\sqrt2}(\sqrt2\cos\theta+\sin\theta).\tag{8}$$

The rows are orthogonal and of equal length, so $MM^\dagger=v_\parallel^2q_\parallel^2+v_\perp^2q_\perp^2$. Measured from midgap,

$$E=\pm\sqrt{(E_g/2)^2+v_\parallel^2q_\parallel^2+v_\perp^2q_\perp^2}.\tag{9}$$

Expanding the root gives $m=E_g/2v^2$ in each direction. For $\lambda_a=0$ and $w>0$, $\theta=0$ and both velocities are $2td/3$. For $\lambda_a>0$ and $w\to0$, instead, $\tan\theta\to1/\sqrt2$ and $v_\parallel\to0$. At $w=0$ the valence edge is fourfold degenerate (sixfold if also $\lambda_a=0$) and (9) no longer applies.

## Masses from all twelve bands

Eliminating the anion amplitudes to second order in $q$ gives the electron energy above $\alpha$ as $\langle Tu|(\alpha-B_L)^{-1}|Tu\rangle$, with $B_L$ the anion block at L. Along $\mathbf n$, $Tu$ is proportional to $u$ and has squared length $4t^2d^2q^2/3$. The part $v_\parallel^2q^2$ lies in the valence doublet. The rest lies in the lower state of (4), a further $2R$ below:

$$\frac1{2m_{e\parallel}}=\frac{v_\parallel^2}{E_g}+\frac{G}{E_g+2R},\qquad G=\tfrac43t^2d^2-v_\parallel^2 .\tag{10}$$

For the hole the distant level is the cation $j=3/2$ level, $\tfrac32\lambda_c$ above $\alpha$. The s-shell term also varies: $s_is_j\simeq1-\tfrac12(q_i^2+q_j^2)d^2$. Along $\mathbf n$ this multiplies $\mathbf s\mathbf s^T$ by $1-q^2d^2/3$. The valence edge drops by $wd^2q^2\cos^2\theta$, since $\langle v_\pm|\mathbf s\mathbf s^T|v_\pm\rangle=3\cos^2\theta$ at L. Thus

$$\frac1{2m_{h\parallel}}=\frac{v_\parallel^2}{E_g}+\frac{G}{E_g+\tfrac32\lambda_c}+wd^2\cos^2\theta .\tag{11}$$

Linearizing (7) shows what sideways hopping does. Along $\mathbf n$ all $q_i$ are equal and $t$ becomes $t+2t_\pi$. Across $\mathbf n$ the $q_i$ sum to zero and $t$ becomes $t-t_\pi$. When $t_\pi$ has the sign opposite to $t$ and is small compared with it, the carriers become heavier along the axis and lighter across it.

## Example with PbTe-like parameters

The inputs are rough values: $d=0.323$ nm, $t=2.0$, $\Delta=1.0$, $\lambda_c=0.9$, $\lambda_a=0.5$, $V=0.7$ and $D=8$ eV.

For $w=0$ the computed gaps are 1.93 eV at the face centre, 1.265 eV at the edge middle and 0.85 eV at L. The face formula gives $2-(0.81+0.25)/16=1.93$ eV. The close agreement is partly a cancellation: the cation shift is $-0.057$ eV instead of $-0.051$ eV, and the anion shift is $+0.010$ eV instead of $+0.016$ eV. The first-order edge estimate is 1.30 eV. The remaining 0.035 eV comes from the coupling of the cation edge state to $p_z$, because the anion edge is already given without approximation.

With the s shell, $w=4(0.49)/8=0.245$ eV. Equation (5) gives $\varepsilon_a=0.243+0.606=0.849$ eV, so

$$E_g=2.000-0.900-0.849=0.251\ \text{eV}.$$

This is a small difference of large terms. At fixed $\lambda_c$, $\lambda_a$ and $w$, a change of 0.01 eV in $\Delta$ moves the gap by 0.02 eV, and the gap closes at $\Delta=0.874$ eV.

With $\theta=17.8^\circ$ and $2td=1.292$ eV nm, (8) gives $\hbar v_\parallel=0.223$ and $\hbar v_\perp=0.503$ eV nm, or $3.4\times10^5$ and $7.6\times10^5$ m/s. The two-band masses are $0.19\,m_e$ along the axis and $0.038\,m_e$ across it.

The two-band mass along the axis is unreliable here. In (10) the valence doublet contributes $0.0499/0.251=0.20$ eV nm² and the distant level $0.507/1.464=0.35$ eV nm². The twelve-band electron mass is therefore only $0.070\,m_e$ along the axis. Across it, the mass is $0.028\,m_e$.

At $q=0.25$ nm$^{-1}$ across the axis, the electron energy above the edge is 0.067 eV with twelve bands. Equation (9) gives 0.052 eV, and the parabola with the twelve-band mass gives 0.084 eV. Equation (9) lies about a quarter too low at smaller $q$ as well, because its mass is 0.038 instead of $0.028\,m_e$, whereas the parabola is accurate at small $q$. At such energies the full matrix (3) should be diagonalized.

Adding $t_\pi=-0.5$ eV leaves the gap alone but changes the effective $t$ to 1.0 eV along the axis and 2.5 eV across it. The electron masses become 0.28 and $0.018\,m_e$, and their ratio rises from 2.5 to 15.5. For holes the ratio rises from 2.3 to 12.5. The hole mass along the axis grows by less than a factor of four because the last term of (11) does not scale with $t$.

## What the model leaves out

Treating the cation s shell explicitly raises the gap to 0.31 eV. The valence edge lies $\varepsilon_a$ above the bare anion level, so the true denominator in (2) is $D+\varepsilon_a$, and the level repulsion is weaker. Adding an anion s shell 11 eV below the anion p level, with the same $V$, raises the gap to 0.44 eV, because it pushes up the conduction edge. The proof above does not cover an anion s shell. For these parameters, including $t_\pi$, a mesh of step $\pi/24$ in $k_id$ still has its smallest direct gap at L.

PbTe has a direct gap at L of roughly 0.2 to 0.3 eV and a mass anisotropy of order ten. The agreement in the gap is not a prediction, since $\Delta$ was chosen to give a gap of this size. The anisotropy depends strongly on $t_\pi$. The two s-shell corrections together amount to 0.19 eV, three quarters of the model gap, so $\Delta$ must be read as a fitted quantity that absorbs them in the gap. The masses along the axis are not repaired in this way. With both s shells explicit, $t_\pi=0$ and $\Delta=0.906$ eV, the gap is again 0.251 eV, but the electron and hole masses along the axis are 0.091 and $0.11\,m_e$ instead of 0.070 and $0.071\,m_e$. Second-neighbour hopping is left out as well; it makes $A$ and $B$ depend on $\mathbf k$ in a way the proof does not cover. The model also has a rigid lattice. With a rough measured slope of $4\times10^{-4}$ eV/K, the gap of PbTe changes by about 0.12 eV over 300 K, half the model gap. Parameters fitted at one temperature should not be used at another without correction.

## When the inequality fails

For $\Delta=0.70$ eV and the other parameters of (3) unchanged, (6) gives $-0.349$ eV: the cation level lies below the anion level at L. The direct gap at L is 0.349 eV, but the smallest one is 0.244 eV, at $k_id=0.529\pi$ on the axis through L. A mesh of step $\pi/24$ steps over this minimum: its lowest value is 0.324 eV, at the first point beyond L, $k_id=0.542\pi$.

Second-order perturbation theory explains the displacement. Let $C$ be the sum of the terms in (10) and (11) other than $v_\parallel^2/E_g$. Take $E_g<0$ with the two inverted doublets still at the band edges, which requires $|E_g|<\varepsilon_a-\lambda_a/2$ and $|E_g|<\tfrac32\lambda_c$, here $\Delta>0.575$ eV. The direct gap along the axis is then

$$|E_g|+\left(\frac{2v_\parallel^2}{|E_g|}-C\right)q^2 .$$

Here $2v_\parallel^2/|E_g|=0.29$ eV nm², while $C=0.59+0.51+0.02=1.1$ eV nm². The gap therefore decreases on leaving L. For weaker inversion $|E_g|$ is small and the first term wins; the bracket changes sign near $\Delta=0.82$ eV, and at $\Delta=0.85$ eV the smallest gap is still at L. Since the minimum can lie at L or away from it, an implementation should search for it in the inverted regime. Refining the best mesh point is not always enough. By symmetry L is a stationary point of the gap, so a gradient minimization started there does not move. At $\Delta=0.77$ eV the best point of the same mesh is L, with 0.209 eV, while the gap at $k_id=0.519\pi$ on the axis is 0.182 eV. Local minimizations should therefore also start from points displaced from L along the axis. A start displaced along $(1,-1,0)$ is not enough: it lies on a twofold axis that reverses $\mathbf n$, the gradient along $\mathbf n$ vanishes there, and at $\Delta=0.77$ eV the minimization returns to L. All gaps in this section are direct. In the inverted regime the two band edges need not lie at the same $\mathbf k$: at $\Delta=0.70$ eV the valence top lies next to the middle of a cube edge, about $0.002\pi$ away in two of the $k_id$, and the indirect gap, 0.206 eV, is smaller than the smallest direct one.

The numerical output lists most of the values used here to more digits.

## Computed values

```
spacing d = 0.323 nm = 3.23 angstrom
pp-sigma hopping t = 2.00 eV
half ionic splitting Delta = 1.00 eV
spin-orbit lam_c = 0.90 eV, lam_a = 0.50 eV
s-p coupling V = 0.70 eV
cation s depth below anion p = 8.0 eV
s-shell term w = 0.245 eV
inequivalent L valleys = 4
minimal model, w = 0, direct gaps:
  face centre: 1.9329 eV
  edge middle: 1.2650 eV
  corner L: 0.8500 eV
  face centre, second order: 1.9338 eV
model with w:
  anion top eps_a = 0.8488 eV
  conduction edge at L = 0.1000 eV
  valence edge at L = -0.1512 eV
  gap Eg = 0.2512 eV
  critical Delta for Eg = 0: 0.8744 eV
  mixing angle theta = 17.84 degrees
  hbar v along axis = 0.2234 eV nm
  hbar v across axis = 0.5032 eV nm
  v along = 3.394e+05 m/s, across = 7.646e+05 m/s
  two-band mass along = 0.1918 m_e
  two-band mass across = 0.0378 m_e
12-band masses, t_pi = 0:
  electron along 0.0699, across 0.0282 m_e
  hole along 0.0708, across 0.0312 m_e
  ratio electron 2.48, hole 2.27
12-band masses, t_pi = -0.50 eV:
  electron along 0.2798, across 0.0180 m_e
  hole along 0.2508, across 0.0201 m_e
  ratio electron 15.52, hole 12.47
electron energy at k = 0.2496 1/nm across the axis:
  12 bands 0.0668 eV, two bands 0.0520 eV
  parabola with 12-band mass 0.0843 eV
neglected effects on the gap at L:
  explicit cation s shell: gap 0.3107 eV
  anion s depth below anion p = 11.0 eV
  both s shells explicit: gap 0.4377 eV
  both s and t_pi, mesh minimum 0.4377 eV
  at k d/pi = (0.500, 0.500, 0.500)
  rough thermal slope 4e-04 eV/K, T = 300 K
  thermal gap shift = 0.12 eV
  k_B T = 0.0259 eV
inverted case, Delta = 0.70 eV:
  direct gap at L = 0.3488 eV
  signed gap formula = -0.3488 eV
  mesh minimum of direct gap = 0.3235 eV
  at k d/pi = (0.542, 0.542, 0.542)
```
